# Batching RI-MP2 over occupied orbitals under a fixed memory limit

## What fixes the form of the answer

A tensor of $S$ bytes lies on disk, and $M$ bytes of memory are available. The traffic $D$, the number of bytes read, has the same dimension as both. If the pieces in which the tensor is read are small compared with $M$, no other size matters, and $D=S\,f(S/M)$ with $f$ a pure function.

The structure of MP2 fixes $f$ for $S\gg M$, provided each piece holds the data of one occupied orbital, is read whole, and pair integrals are not kept. The energy is a sum over pairs of occupied orbitals, so every such piece must meet every other in memory. A newly read byte can meet at most about $M$ resident bytes, so $D$ bytes of reading produce at most about $DM$ meetings. A meeting has no order: once two pieces are resident together, both $(i,j)$ and $(j,i)$ can be evaluated. The $S^2$ ordered pairs of bytes therefore need $S^2/2$ meetings. Hence

$$D\gtrsim \frac{S^2}{2M},\qquad S\gg M .$$

Doubling the memory can halve the traffic, and doubling the tensor quadruples it. It remains to find a loop that reaches this estimate, its best batch size, and the number of reads when orbitals are counted one by one.

## What one orbital pair needs

Let a closed-shell molecule have $o$ correlated occupied orbitals $i,j$, $v$ virtual orbitals $a,b$ and $X$ auxiliary functions $P,Q$, all real. The resolution of the identity (RI) replaces the four-index integrals by

$$(ia|jb)\approx\sum_{PQ}(ia|P)\,(J^{-1})_{PQ}\,(Q|jb),\qquad J_{PQ}=(P|Q).$$

With the Cholesky factorization $J=LL^T$ we have $J^{-1}=L^{-T}L^{-1}$. One factor goes to each side:

$$B^{i}_{aP}=\sum_Q (ia|Q)\,(L^{-T})_{QP},\qquad V^{ij}_{ab}=(ia|jb)\approx\sum_P B^i_{aP}B^j_{bP}.$$

The correlation energy is

$$E=\sum_{ij}E_{ij},\qquad E_{ij}=\sum_{ab}\frac{V^{ij}_{ab}\,(2V^{ij}_{ab}-V^{ij}_{ba})}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.$$

Exchanging $i$ and $j$ transposes the matrix, $V^{ji}_{ab}=V^{ij}_{ba}$. Renaming $a\leftrightarrow b$ in the sum then restores the original expression, so $E_{ji}=E_{ij}$ and

$$E=\sum_{i\le j}(2-\delta_{ij})E_{ij}.$$

A pair therefore needs two slabs, $B^i$ and $B^j$, and nothing else of the tensor. The tensor is stored with $i$ as the slowest index, which makes each slab contiguous on disk. In double precision a slab has $s=8vX$ bytes, and $S=os$.

Two $v\times v$ work arrays, one for $V^{ij}$ and one for the denominators and amplitudes, take $16v^2$ bytes. The number of slabs that fit is

$$m=\left\lfloor\frac{M-16v^2}{s}\right\rfloor .$$

Three rules define the problem. Slabs are read whole. A pair is evaluated while both its slabs are resident. Pair integrals are discarded after use. We need $m\ge2$.

## The naive loop and its fault

The simplest loop holds slab $i$, reads each later slab $j>i$ in turn, and proceeds to the next $i$. It reads $o-i+1$ slabs for the $i$th orbital, in total

$$\sum_{i=1}^{o}(o-i+1)=\frac{o(o+1)}2 .$$

This is about $o/2$ full reads of the tensor, whatever the memory. The fault is that each streamed slab serves one pair and is then thrown away.

The cure is to hold a batch of $b$ slabs, so that a streamed slab serves $b$ pairs. Pairs inside the batch need no streaming. Number the batches $k=0,1,2,\dots$. When batch $k$ begins, $kb$ orbitals are finished, and each of the $o-kb$ others is read once, either into the batch or through the stream. The count becomes

$$R_0(b)=\sum_{k\ge0}\max(0,\,o-kb).$$

Suppose the stream passes through a buffer of $c$ slabs. An even division of memory, $b=c=m/2$, looks natural because it treats the two indices alike. But $c$ does not appear in $R_0$. A large stream buffer lets more slabs arrive together without making any of them serve more pairs. No term of $R_0$ grows with $b$, so memory belongs in the held batch.

## Keeping the last streamed slabs

One waste remains. At the end of a batch the buffer still contains slabs that are needed again. If the stream runs from the farthest orbital towards the nearest, in blocks arranged so that the last one holds the $c$ orbitals just after the batch, these slabs belong to the next batch and can stay. This requires $c\le b$. The loop is then:

1. Read those slabs of the current batch that are not yet resident, and evaluate all pairs inside the batch.
2. Stream the later slabs, farthest first, and evaluate each against the whole batch.
3. Drop the batch, keep the last streamed block, and go to the next batch.

The first batch and its stream read $o$ slabs. Before batch $k\ge1$, $o-kb$ slabs remain, of which $\min(c,o-kb)$ are already in memory. Therefore

$$R(b,c)=o+\sum_{k\ge1}\max(0,\,o-kb-c).$$

Now $c$ does appear, since a larger buffer hands over more slabs. The choice between $b$ and $c$ must be settled again, under $1\le c\le b$ and $b+c\le m$. For every $k\ge1$,

$$kb+c=(k-1)b+(b+c)\le(k-1)(m-1)+m=k(m-1)+1 ,$$

because $c\ge1$ forces $b\le m-1$. The right-hand side is the value of $kb+c$ for $b=m-1$, $c=1$. This split subtracts at least as much as any other in every term of the sum, so it minimizes the traffic within this family:

$$b=m-1,\qquad c=1 .$$

To sum the series, put $d=o-m$, the number of slabs that do not fit, and suppose $d>0$. With $b=m-1$ the term $k+1$ contains $o-(k+1)b-1=o-m-kb=d-kb$. Hence

$$R=o+\sum_{k\ge0}\max(0,\,d-kb).$$

The terms are positive for $k<d/b$, that is, for $k=0,\dots,q-1$ with $q=\lceil d/b\rceil$. Since $\sum_{k=0}^{q-1}k=q(q-1)/2$,

$$\boxed{R=o+qd-\frac{b\,q(q-1)}2},\qquad \text{full reads}=\frac Ro .$$

If $m\ge o$, everything fits and $R=o$.

At the other end, $m=2$ gives $b=1$ and $q=d=o-2$, so $R=o+(o-1)(o-2)/2$. This is the naive count less the $o-1$ slabs handed over.

The optimum can be shared. If all memory is used and $b\ge d$, only the term $k=0$ survives, and every such split costs $o+d$.

## Could another schedule do much better?

The family above has equal batches and a fixed order. A counting argument limits every schedule that obeys the three rules. A slab being loaded finds at most $m-1$ others in memory and so creates at most $m-1$ new pairs. The first $m$ loads do less, because the $t$th finds at most $t-1$ slabs; together they create at most $m(m-1)/2$ pairs. All $o(o-1)/2$ distinct pairs must be covered, so for $o\ge m$

$$\frac{o(o-1)}2\le\frac{m(m-1)}2+(R_{\rm any}-m)(m-1).$$

Insert $o=m+d$ and $b=m-1$. Then

$$o(o-1)-m(m-1)=d^2+d(2m-1)=d(d+2b+1),$$

and solving for $R_{\rm any}$ gives

$$R_{\rm any}\ge m+\frac{d(d+2b+1)}{2b}=m+d+\frac{d(d+1)}{2b}=o+\frac{d(d+1)}{2b}.$$

For comparison, write $d=(q-1)b+r$ with $1\le r\le b$, so that $qb=d+b-r$. Then

$$2b\left[qd-\frac{bq(q-1)}2\right]=2d(d+b-r)-(d+b-r)(d-r).$$

The last product is $d^2+bd-2dr-br+r^2$. After subtraction the terms in $dr$ cancel, and

$$R=o+\frac{d(d+b)+r(b-r)}{2b}.$$

The excess over the lower bound is therefore

$$\frac{d(b-1)+r(b-r)}{2b}<\frac d2+\frac b8<\frac{d+m}2=\frac o2 ,$$

where $r(b-r)\le b^2/4$ was used. No schedule under these rules can save as much as half a full read of the tensor.

This does not make the scheme strictly optimal. An exhaustive search finds that for $o=6$, $m=3$ the true minimum is 9 slab reads, while the batch scheme takes 10. For $o=6$, $m=4$ both take 8, although the bound is 7, so the bound need not be attainable.

## Back to bytes

The last form of $R$ confirms the opening estimate and supplies its corrections. Replace $1/b$ by $1/m+1/(bm)$, which is an identity for $b=m-1$, and use $d=o-m$:

$$R=o+\frac{(o-m)^2}{2m}+\frac{o-m}2+\frac{d^2}{2bm}+\frac{r(b-r)}{2b}.$$

The first three terms add up to

$$o+\frac{o^2}{2m}-o+\frac m2+\frac o2-\frac m2=\frac{o^2}{2m}+\frac o2 .$$

The fourth term is smaller than $o^2/(2m)$ by a factor of at least $b$, and the fifth is at most $b/8$. The fifth vanishes when $d$ is a multiple of $b$, since then $r=b$, and it is always negligible for $o\gg m$. For $o$ comparable with $m$ it can matter: at $o=1.5m$ it is about $m/8$ out of $R=o+d=2m$, some 6%. Drop both terms for $1\ll m<o$, at the price of an estimate up to about 7% too low when $o$ lies between $m$ and $2m$. With work arrays small enough that $ms\approx M$, multiplication by $s$ gives

$$D\approx\frac{S^2}{2M}+\frac S2 .$$

For any split that uses all memory, the sum over $k$ has the same form with its own $b$, and its leading term is $d^2/(2b)$. An even split has $b=m/2$ and so approaches twice the optimal traffic when $o\gg m\gg1$. For $o=20000$ and $m=400$ the counted ratio is 1.94.

Storage precision enters through $s$. Single-precision slabs halve $S$ at fixed $M$, which reduces the leading term to a quarter. Whether the energy tolerates the rounding is a separate question, not tested here.

## A small real tensor

Silane, SiH$_4$, shows the loop on actual integrals. The molecule is tetrahedral with a chosen Si–H distance of 1.48 Å. The basis is def2-SVP with the def2-SVP-RI auxiliary set, and all nine occupied orbitals are correlated. Here $v=29$ and $X=118$, so a slab takes $8\times29\times118$ bytes, or 27.376 kB, and the tensor 246.4 kB.

The memory limit is set artificially to 150 kB. After 13.456 kB for the work arrays,

$$m=\left\lfloor\frac{150-13.456}{27.376}\right\rfloor=\lfloor4.99\rfloor=4 .$$

The fifth slab fails to fit by about 0.3 kB, so a little memory can matter when $m$ is small. With $b=3$, $d=5$ and $q=2$,

$$R=9+2\cdot5-\frac{3\cdot2\cdot1}2=16,$$

or 1.78 full reads. The lower bound is $9+5\cdot6/6=14$. The even split takes 18 slab reads, and the two-slab loop takes 37.

The batched energy is $-0.124731$ hartree. It agrees within $10^{-9}$ hartree with an unbatched evaluation that applies $J^{-1}$ directly. Batching changes the order of the sum and leaves the approximation alone. Conventional MP2 in the same orbital basis gives $-0.124927$ hartree. The RI value lies 196 microhartree higher, about 0.16% of the correlation energy; this is the fitting error. Neither number is a converged correlation energy, since the orbital basis is small and MP2 stops at second order. In def2-TZVPP conventional MP2 gives $-0.293$ hartree, more than twice as much: the valence pairs change from $-0.116$ to $-0.144$ hartree, and the pairs involving a silicon core orbital from $-0.009$ to $-0.150$ hartree. The digits above serve only to compare evaluations in one basis.

## A tensor larger than memory

Take the round parameters $o=300$, $v=2000$, $X=7000$ and $M=4$ GB, with 1 GB $=10^9$ bytes. A slab has 0.112 GB, the tensor 33.6 GB and the work arrays 0.064 GB. Then

$$m=\left\lfloor\frac{4-0.064}{0.112}\right\rfloor=35,\quad b=34,\quad d=265,\quad q=\lceil7.79\rceil=8,$$

$$R=300+8\cdot265-\frac{34\cdot8\cdot7}2=300+2120-952=1468 .$$

**The tensor is read 4.89 times, and the traffic is 164 GB.** Any other schedule under the same rules needs at least 1337 slab reads. The even split, $b=18$ and $c=17$, needs 2385 slab reads, or 267 GB. That is 1.62 times the optimum; the factor of two is not reached for two reasons. The leading terms $d^2/(2b)$ stand in the ratio $34/18=1.89$, because $m=35$ is not large, and the terms $o+d/2$, common to both splits, still matter when $o/m$ is only about 9.

The estimate in bytes gives $33.6^2/8+33.6/2=157.9$ GB, about 4% too low. The missing 58 slabs can be traced. The step from $M/s=35.7$ to $m=35$ accounts for about 26 (about 21 from the work arrays, which leave room for 35.1 slabs, and 5 from rounding down to a whole slab), the term $d^2/(2bm)$ for about 30, and the remainder term, with $r=27$, for about 3; the rounded parts sum to 59.

Other memory limits give:

| $M$ (GB) | $b$ | slab reads | traffic (GB) |
|---:|---:|---:|---:|
| 1 | 7 | 6537 | 732 |
| 2 | 16 | 2946 | 330 |
| 4 | 34 | 1468 | 164 |
| 8 | 69 | 806 | 90 |
| 16 | 141 | 475 | 53 |
| 32 | 284 | 315 | 35 |
| 36 | 300 | 300 | 34 |

While $M\ll S$, doubling the memory roughly halves the traffic. Near $M=S$ the gain fades, because one full read is unavoidable.

## Least traffic is not always least time

A streamed slab brings $8vX$ bytes and takes part in $b$ matrix products of $2v^2X$ floating-point operations each, counting a multiplication and an addition separately. Let the processor sustain $F$ operations per second and the disk deliver $\beta$ bytes per second. Reading keeps pace with arithmetic during streaming if

$$\frac{8vX}{\beta}\le\frac{2bv^2X}{F}\quad\Longleftrightarrow\quad b\ge\frac{4F}{\beta v}.$$

The auxiliary dimension cancels. For model rates $F=1$ Tflop/s and $\beta=0.5$ GB/s the threshold is

$$b=\frac{4\times10^{12}}{0.5\times10^9\times2000}=4 .$$

The matrix products take 2528 s in all. With two slots the reads take 10047 s and dominate. With $M=4$ GB they take 329 s.

To hide reading behind arithmetic, one slab must arrive while another is used. That calls for $c=2$ and $b=m-2=33$. The count rises from 1468 to 1497 slabs, and the read time from 329 to 335 s. This small loss of traffic allows most of the read time to disappear behind the products. It cannot all be hidden, since no product can start before the first slab has arrived. Once $b$ is well above the threshold and reads overlap, further memory lowers the traffic but shortens the run very little.

Parallel processes change the balance. Suppose $p$ processes divide the pairs among themselves, and each has a private share of $m/p$ slots. A load then creates fewer than $m/p$ new pairs, so covering about $o^2/2$ pairs takes at least about $p\,o^2/(2m)$ loads when $o\gg m$. Private memory multiplies the leading traffic by $p$. Threads that share one pool of slabs avoid this factor, but if they work on different pairs each needs its own $16v^2$ bytes of work arrays, which reduces $m$. In the 4 GB example 16 such threads leave $m=26$ and raise the count from 1468 to 1939 slabs.

## Where the result stops

If $M<2s+16v^2$, two slabs do not fit and the loop cannot run. The slabs must then be divided over virtual or auxiliary indices. A division over $P$ yields partial sums of $V^{ij}$, which must be kept or accumulated. Such schemes break the rules used here, and neither the optimum nor the lower bound applies to them.

The count also concerns reads requested by the program. If the operating system keeps file data in spare memory, some requests never reach the disk, and the physical traffic can fall below $Rs$. The memory limit is then no longer the one assumed.

The numerical check runs the loop with a pool of $m$ slots that are overwritten, checks the counted reads against the formulas, and compares all permitted splits for small $o$.

## Values computed for the example and the checks

```
Small cases: slab reads (bound, true optimum, batch scheme)
  o=5, m=3: 7, 7, 7
  o=6, m=3: 9, 9, 10
  o=6, m=4: 7, 8, 8
Large case o=20000, m=400: counted reads = 511225 slabs
  law o^2/(2m)+o/2 = 510000 slabs
  even split / best split = 1.937
SiH4: Si-H = 1.48 angstrom, o=9, v=29, X=118
  slab = 27.376 kB, tensor = 246.38 kB
  work arrays = 13.456 kB, limit = 150 kB
  m = 4 slabs, b = 3, memory used = 122.96 kB
  reads: best 16, even split 18, m=2 37 slabs
  full tensor reads, best split = 1.778
  lower bound for any schedule = 14 slabs
  batched RI-MP2 energy = -0.12473142 hartree
  unbatched RI-MP2 energy = -0.12473142 hartree
  conventional MP2 energy = -0.12492710 hartree
  RI minus conventional = 195.68 microhartree
Model: o=300, v=2000, X=7000, M=4 GB
  slab = 0.112 GB, work = 0.064 GB, tensor = 33.6 GB
  m = 35, b = 34, d = 265, q = 8
  best split: 1468 slabs = 4.893 full reads
  best traffic = 164.4 GB
  S^2/(2M)+S/2 = 157.9 GB
  lower bound for any schedule = 1337 slabs
  even split b=18, c=17: 2385 slabs, 267.1 GB
  overlap split b=33, c=2: 1497 slabs, 167.7 GB
  M/GB   m    b   slab reads  full reads  traffic/GB
     1    8    7     6537       21.790       732.1
     2   17   16     2946        9.820       330.0
     4   35   34     1468        4.893       164.4
     8   70   69      806        2.687        90.3
    16  142  141      475        1.583        53.2
    32  285  284      315        1.050        35.3
    36  320  300      300        1.000        33.6
Rates: 1.0 Tflop/s, disk 0.5 GB/s
  threshold batch 4F/(beta v) = 4.0 slabs
  arithmetic time = 2528 s
  read time, best split = 329 s
  read time, overlap split = 335 s
  m=2: 44851 slabs, read time = 10047 s
```
